**Common inner shape of hydrogenic radial functions and its \(1/n^2\) correction**

For fixed \(l\) and \(r\) (atomic units, fixed nucleus, \(Z=1\)), the normalised radial function \(u_{nl}=rR_{nl}\) obeys \(n^{3/2}u_{nl}=f_0+u_1/n^2+O(n^{-4})\), with \(f_0=\sqrt{2r}\,J_\nu(x)\), \(u_1=(2r+L)f_0/12-r(r+L)f_0'/6\), \(x=\sqrt{8r}\), \(\nu=2l+1\), \(L=l(l+1)\). The program asserts in exact arithmetic the radial equation, the norm and the leading coefficient of several states, including one with \(Z=3\). It asserts numerically the power-series solution with its coefficient and Cauchy bounds, the Bessel-operator identities, the differential equations for \(f_0\) and \(u_1\), and a Green-function quadrature of the first-order term. It further asserts error ratios near 4 and 16 on doubling \(n\) for the function, ratios near 16 for the node formula \(r_0[1+(r_0+L)/(6n^2)]\) with \(r_0=j_{\nu,k}^2/8\) and for the lobe probability, the classical lobe average \(1/(\pi p)\) with \(p=\sqrt{2/r}\), and the phase lag \((\sqrt2/6)r^{3/2}/n^2\) of the s nodes. The output shows the first s node approaching \(1.83525\,a_0\) (97.12 pm) and the lag reaching about 1 rad near \(r=2.6\,n^{4/3}a_0\). It also shows that for 5d at \(r=5\,a_0\) the corrected value is farther from the exact one than the bare limit.

## Program and output

```python
# Result under test (atomic units, Z=1, fixed nucleus, u=r*R normalised, u>0 near 0):
#   n^(3/2) u_nl(r) = f0 + u1/n^2 + O(n^-4) at fixed l and r,
#   f0 = sqrt(2r) J_nu(x), x = sqrt(8r), nu = 2l+1, L = l(l+1),
#   u1 = (x/192)[x^2 J - (x^2+8L) x J'] = (2r+L) f0/12 - r(r+L) f0'/6.
# f(r;eps): regular solution of u''+(2/r-L/r^2)u = eps*u starting as c0 r^(l+1),
#   c0 = 2^(l+1)/nu!; f = f0 + eps*f1 + ..., f1 = u1 + L*nu*f0/12;
#   n^(3/2) u = sqrt(A) f(r;1/n^2), A = prod_{k=1..l}(1-k^2/n^2).
# Nodes: r0[1+(r0+L)/(6n^2)], r0 = j^2/8. Lobe: n^3 P = int f0^2 [1+(2r+L)/(3n^2)].
# Phase lag of nodes in x: (sqrt2/6) r^(3/2)/n^2, so the limit needs r << n^(4/3).
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.special import jv, yv, jn_zeros
from scipy.integrate import quad
from scipy.linalg import eigvalsh_tridiagonal
from scipy.constants import physical_constants, m_e, m_p

mp.mp.dps = 40

def scaled_exact(n, l, r):
    """n^(3/2) u_nl(r) from the Laguerre three-term recurrence."""
    r = mp.mpf(r); a = 2*l + 1; rho = 2*r/n
    prev, cur = mp.mpf(0), mp.mpf(1)
    for k in range(n - l - 1):
        prev, cur = cur, ((2*k + 1 + a - rho)*cur - (k + a)*prev)/(k + 1)
    norm = 2/mp.mpf(n)**2*mp.sqrt(mp.factorial(n - l - 1)/mp.factorial(n + l))
    return mp.mpf(n)**1.5*norm*r*rho**l*mp.exp(-r/n)*cur

def f0(l, r):
    return mp.sqrt(2*r)*mp.besselj(2*l + 1, mp.sqrt(8*r))

def u1(l, r):
    x = mp.sqrt(8*mp.mpf(r)); nu = 2*l + 1
    return x/192*(x**2*mp.besselj(nu, x)
                  - (x**2 + 8*l*(l + 1))*x*mp.besselj(nu, x, derivative=1))

def f1(l, r):
    return u1(l, r) + mp.mpf(l*(l + 1)*(2*l + 1))/12*f0(l, r)

def series_coeffs(l, eps, terms=150):
    c = [mp.mpf(2)**(l + 1)/mp.factorial(2*l + 1)]
    for k in range(1, terms):
        c.append((-2*c[k-1] + (eps*c[k-2] if k > 1 else 0))/(k*(k + 2*l + 1)))
    return c

def f_series(l, eps, r):
    r = mp.mpf(r)
    return sum(ck*r**(l + 1 + k) for k, ck in enumerate(series_coeffs(l, eps)))

def A_factor(n, l):
    return mp.fprod([1 - mp.mpf(k)**2/n**2 for k in range(1, l + 1)])

def exact_nodes(n, l):
    """Nodes of u_nl from the Jacobi matrix of the Laguerre polynomials."""
    N, a = n - l - 1, 2*l + 1
    if N == 1:
        return np.array([n*(a + 1)/2.0])
    k = np.arange(N)
    return n/2*eigvalsh_tridiagonal(2.0*k + a + 1, np.sqrt(k[1:]*(k[1:] + a*1.0)))

# exact checks: radial equation, norm, leading coefficient, charge scaling
rs = sp.symbols('r', positive=True)
for n, l, Z in [(1, 0, 1), (4, 0, 1), (5, 2, 1), (7, 3, 1), (6, 1, 3)]:
    norm2 = Z*sp.Rational(4, n**4)*sp.factorial(n - l - 1)/sp.factorial(n + l)
    poly = sp.expand(Z*rs*(2*Z*rs/n)**l*sp.assoc_laguerre(n - l - 1, 2*l + 1, 2*Z*rs/n))
    u = poly*sp.exp(-Z*rs/n)
    res = sp.diff(u, rs, 2) + (2*Z/rs - l*(l + 1)/rs**2 - sp.Rational(Z**2, n**2))*u
    assert sp.expand(sp.expand(res*sp.exp(Z*rs/n))) == 0
    total = sum(c*sp.factorial(k)*sp.Rational(n, 2*Z)**(k + 1)
                for (k,), c in sp.Poly(poly**2, rs).terms())
    assert norm2*total == 1
    A = sp.Integer(1)
    for k in range(1, l + 1):
        A *= 1 - sp.Rational(k*k, n*n)
    lead2 = n**3*norm2*poly.coeff(rs, l + 1)**2
    assert lead2 == Z**(2*l + 3)*(2**(l + 1)/sp.factorial(2*l + 1))**2*A

# series solution, coefficient bound, Cauchy remainder bound
for l in range(4):
    for phase in (0, 1.3, mp.pi):
        c = series_coeffs(l, mp.expj(phase), 60)
        assert all(abs(ck) <= c[0]*2**k/mp.factorial(k)*(1 + 1e-30) for k, ck in enumerate(c))
    for r in (0.05, 1, 6):
        r = mp.mpf(r)
        assert abs(f_series(l, 0, r) - f0(l, r)) < 1e-28
        assert abs(mp.sqrt(A_factor(9, l))*f_series(l, mp.mpf(1)/81, r)
                   - scaled_exact(9, l, r)) < 1e-28
        eps = mp.mpf('0.03')
        bound = series_coeffs(l, 0, 1)[0]*r**(l + 1)*mp.exp(2*r)*eps**2/(1 - eps)
        assert abs(f_series(l, eps, r) - f0(l, r) - eps*f1(l, r)) <= bound

# operator identities, equations for f0 and u1, two forms of u1
for l in (0, 1, 3):
    nu, L = 2*l + 1, l*(l + 1)
    J = lambda t: mp.besselj(nu, t)
    K = lambda t: t*mp.besselj(nu, t, derivative=1)
    D = lambda F, t: t*t*mp.diff(F, t, 2) + t*mp.diff(F, t) + (t*t - nu*nu)*F(t)
    t = mp.mpf('4.7')
    assert abs(D(K, t) + 2*t*t*J(t)) < 1e-20
    assert abs(D(lambda s: s*s*J(s), t) - 4*t*t*(K(t) + J(t))) < 1e-20
    assert abs(D(lambda s: s*s*K(s), t)
               - (-6*t**4*J(t) + 4*nu*nu*t*t*J(t) + 4*t*t*K(t))) < 1e-20
    for r in (mp.mpf('0.7'), mp.mpf(11)):
        Q = 2/r - L/r**2
        assert abs(mp.diff(lambda s: f0(l, s), r, 2) + Q*f0(l, r)) < 1e-20
        assert abs(mp.diff(lambda s: u1(l, s), r, 2) + Q*u1(l, r) - f0(l, r)) < 1e-20
        rform = (2*r + L)*f0(l, r)/12 - r*(r + L)*mp.diff(lambda s: f0(l, s), r)/6
        assert abs(rform - u1(l, r)) < 1e-20
        g0 = lambda s: mp.sqrt(2*s)*mp.bessely(nu, mp.sqrt(8*s))
        W = f0(l, r)*mp.diff(g0, r) - g0(r)*mp.diff(lambda s: f0(l, s), r)
        assert abs(W - 2/mp.pi) < 1e-15
        # variation of parameters, integrated in x with dr = x dx/4
        X = float(mp.sqrt(8*r))
        iff = quad(lambda s: s**3/16*jv(nu, s)**2, 0, X, epsabs=1e-12)[0]
        ifg = quad(lambda s: s**3/16*jv(nu, s)*yv(nu, s), 0, X, epsabs=1e-12)[0]
        green = np.pi/2*X/2*(yv(nu, X)*iff - jv(nu, X)*ifg)
        assert abs(green - float(f1(l, r))) < 1e-7

# orders of convergence on 0 < r <= 20; 5% allows for the next order
grid = [mp.mpf(i)/2 for i in range(1, 41)]
print("max errors on 0<r<=20 a0, ratio n=40 over n=80 (dimensionless)")
for l in range(4):
    a0_, a1_ = [f0(l, r) for r in grid], [u1(l, r) for r in grid]
    e0, e1 = {}, {}
    for n in (40, 80):
        ex = [scaled_exact(n, l, r) for r in grid]
        e0[n] = max(abs(e - a) for e, a in zip(ex, a0_))
        e1[n] = max(abs(e - a - b/n**2) for e, a, b in zip(ex, a0_, a1_))
    assert abs(e0[40]/e0[80]/4 - 1) < 0.05 and abs(e1[40]/e1[80]/16 - 1) < 0.05
    print(f"l={l}: limit only {float(e0[40]/e0[80]):.3f}, corrected {float(e1[40]/e1[80]):.2f}")

def node_formula(n, l, k):
    r0 = jn_zeros(2*l + 1, k)[-1]**2/8
    return r0, r0*(1 + (r0 + l*(l + 1))/(6*n*n))

for l in range(3):
    for k in (1, 2, 3):
        d = [exact_nodes(n, l)[k-1] - node_formula(n, l, k)[1] for n in (40, 80)]
        assert abs(d[0]/d[1]/16 - 1) < 0.05
        assert exact_nodes(40, l)[k-1] > node_formula(40, l, k)[0]

def lobe_parts(l):
    r0 = node_formula(2, l, 1)[0]
    return (mp.quad(lambda s: f0(l, s)**2, [0, r0]),
            mp.quad(lambda s: f0(l, s)**2*(2*s + l*(l + 1))/3, [0, r0]))

def lobe_exact(n, l):
    return mp.quad(lambda s: scaled_exact(n, l, s)**2, [0, exact_nodes(n, l)[0]])

for l in (0, 2):
    p0, p1 = lobe_parts(l)
    d = [lobe_exact(n, l) - p0 - p1/n**2 for n in (30, 60)]
    assert abs(d[0]/d[1]/16 - 1) < 0.05

# classical average 1/(pi p), p = sqrt(2/r), over a far lobe
z = jn_zeros(1, 200)
quantum = quad(lambda s: s**3/16*jv(1, s)**2, z[29], z[30])[0]
classical = quad(lambda s: 1/(np.pi*np.sqrt(2/s)), z[29]**2/8, z[30]**2/8)[0]
assert abs(quantum/classical - 1) < 1e-3
print(f"lobe between s nodes 30, 31: int f0^2 / classical = {quantum/classical:.6f}")

print("breakdown, l=0: node where the lag in x is nearest 1 rad")
previous = 1.0
for n in (64, 216, 512):
    m = min(n - 1, 200)
    nodes = exact_nodes(n, 0)[:m]
    lag = np.sqrt(8*nodes) - z[:m]
    i = int(np.argmin(abs(lag - 1)))
    pred = np.sqrt(2)/6*nodes[i]**1.5/n**2
    err = abs(pred/lag[i] - 1)
    assert err < 0.02 and err < previous
    previous = err
    count, cpred = int(np.sum(lag < 0.1)), (9.6*n*n)**(1/3)/np.pi - 0.25
    assert abs(count - cpred) < 1.1
    print(f"n={n}: node {i+1}, r={nodes[i]:.1f} a0, lag {lag[i]:.4f} rad, formula {pred:.4f} rad")
    print(f"   r/n^(4/3)={nodes[i]/n**(4/3):.3f} a0, r/(2n^2 a0)={nodes[i]/(2*n*n):.4f}")
    print(f"   nodes with lag<0.1 rad: {count}, formula {cpred:.2f}")
print(f"r/n^(4/3) for lag 1 rad by formula = {(6/np.sqrt(2))**(2/3):.3f} a0")

# worked example
bohr_pm = physical_constants['Bohr radius'][0]*1e12
print(f"a0 = {bohr_pm:.4f} pm; length factor 1+m_e/m_p = {1 + m_e/m_p:.6f}")
for l, name, ns in [(0, 's', (2, 3, 5, 10, 20)), (1, 'p', (3, 5, 10, 20))]:
    r0 = node_formula(9, l, 1)[0]
    print(f"first n{name} node: j={jn_zeros(2*l+1, 1)[0]:.5f}, r0={r0:.5f} a0 = {r0*bohr_pm:.2f} pm")
    print(f"   coefficient r0(r0+L)/6 = {r0*(r0 + l*(l+1))/6:.5f} a0")
    for n in ns:
        print(f"   n={n}: exact {exact_nodes(n, l)[0]:.5f} a0, corrected {node_formula(n, l, 1)[1]:.5f} a0")
for l, r in [(0, 1), (2, 5)]:
    a, b = f0(l, mp.mpf(r)), u1(l, r)
    print(f"l={l}, r={r} a0: x={np.sqrt(8*r):.5f}, f0={float(a):.6f}, u1={float(b):.6f} a0^-1/2")
    for n in (5, 10, 20):
        print(f"   n={n}: sqrtA={float(mp.sqrt(A_factor(n, l))):.6f}, exact "
              f"{float(scaled_exact(n, l, r)):.6f}, corrected {float(a + b/n**2):.6f} a0^-1/2")
p0, p1 = lobe_parts(0)
print(f"inner s lobe n^3 P: limit {float(p0):.6f}, 1/n^2 coefficient {float(p1):.6f}")
for n in (2, 5, 10, 20):
    print(f"   n={n}: exact {float(lobe_exact(n, 0)):.6f}, corrected {float(p0 + p1/n**2):.6f}")
print("no test failed")
```

It prints:

```
max errors on 0<r<=20 a0, ratio n=40 over n=80 (dimensionless)
l=0: limit only 3.993, corrected 16.04
l=1: limit only 4.000, corrected 16.04
l=2: limit only 4.012, corrected 15.95
l=3: limit only 4.013, corrected 16.04
lobe between s nodes 30, 31: int f0^2 / classical = 0.999987
breakdown, l=0: node where the lag in x is nearest 1 rad
n=64: node 23, r=686.1 a0, lag 1.0474 rad, formula 1.0341 rad
   r/n^(4/3)=2.680 a0, r/(2n^2 a0)=0.0837
   nodes with lag<0.1 rad: 10, formula 10.57
n=216: node 52, r=3409.6 a0, lag 1.0114 rad, formula 1.0058 rad
   r/n^(4/3)=2.631 a0, r/(2n^2 a0)=0.0365
   nodes with lag<0.1 rad: 24, formula 24.10
n=512: node 93, r=10801.9 a0, lag 1.0126 rad, formula 1.0094 rad
   r/n^(4/3)=2.637 a0, r/(2n^2 a0)=0.0206
   nodes with lag<0.1 rad: 43, formula 43.05
r/n^(4/3) for lag 1 rad by formula = 2.621 a0
a0 = 52.9177 pm; length factor 1+m_e/m_p = 1.000545
first ns node: j=3.83171, r0=1.83525 a0 = 97.12 pm
   coefficient r0(r0+L)/6 = 0.56135 a0
   n=2: exact 2.00000 a0, corrected 1.97559 a0
   n=3: exact 1.90192 a0, corrected 1.89762 a0
   n=5: exact 1.85823 a0, corrected 1.85770 a0
   n=10: exact 1.84089 a0, corrected 1.84086 a0
   n=20: exact 1.83665 a0, corrected 1.83665 a0
first np node: j=6.38016, r0=5.08831 a0 = 269.26 pm
   coefficient r0(r0+L)/6 = 6.01125 a0
   n=3: exact 6.00000 a0, corrected 5.75622 a0
   n=5: exact 5.35304 a0, corrected 5.32876 a0
   n=10: exact 5.14981 a0, corrected 5.14842 a0
   n=20: exact 5.10342 a0, corrected 5.10334 a0
l=0, r=1 a0: x=2.82843, f0=0.565960, u1=0.159843 a0^-1/2
   n=5: sqrtA=1.000000, exact 0.572369, corrected 0.572354 a0^-1/2
   n=10: sqrtA=1.000000, exact 0.567559, corrected 0.567558 a0^-1/2
   n=20: sqrtA=1.000000, exact 0.566360, corrected 0.566360 a0^-1/2
l=2, r=5 a0: x=6.32456, f0=1.181080, u1=0.250766 a0^-1/2
   n=5: sqrtA=0.897998, exact 1.179839, corrected 1.191111 a0^-1/2
   n=10: sqrtA=0.974885, exact 1.182925, corrected 1.183588 a0^-1/2
   n=20: sqrtA=0.993743, exact 1.181666, corrected 1.181707 a0^-1/2
inner s lobe n^3 P: limit 0.364241, 1/n^2 coefficient 0.194541
   n=2: exact 0.421224, corrected 0.412876
   n=5: exact 0.372207, corrected 0.372023
   n=10: exact 0.366198, corrected 0.366186
   n=20: exact 0.364728, corrected 0.364727
no test failed
```
